# Why current continuity raises the thermal breakdown voltage of a slab: a numerical check

```python
"""
Thermal breakdown of a dc slab with conductivity sigma0*exp(a*(T-T0)).
Result under test: with both faces held at T0, the largest steady voltage is
sqrt(8)*sqrt(k/(a*sigma0)); the model with a uniform field V/d gives a limit
lower by the factor sinh(s), where s*tanh(s)=1 (about 1.51).
Symbols: u = a*(T-T0); xi = distance from midplane / (d/2);
W = V^2*a*sigma0/k; peak = u at the midplane; biot = h*d/k for a thermal
contact h at each face; beta = T0/B for an Arrhenius law exp(-B/T).
The numerical side integrates the heat equation from the midplane outward.
"""
import numpy as np
from scipy.constants import e, k as k_boltzmann, epsilon_0
from scipy.integrate import solve_ivp, solve_bvp, quad
from scipy.optimize import brentq, minimize_scalar


def exponential(u):
    return np.exp(np.maximum(u, -1.0))


def constant(u):
    return 1.0


def integrate_slab(peak, series, law=exponential, kappa=constant, inv_biot=0.0):
    """Heat source ~1/law (series=True) or ~law (False), unit strength.
    Stops at the face, then rescales the length to 1.
    Returns source strength, mean of law, mean of 1/law."""
    def rhs(x, y):
        s = law(y[0])
        source = 1 / s if series else s
        return [y[1] / kappa(y[0]), -source, s, 1 / s]

    def face(x, y):
        return y[0] + 2 * x * y[1] * inv_biot
    face.terminal = True
    sol = solve_ivp(rhs, (0, 1e5), [peak, 0, 0, 0], method="DOP853",
                    events=face, rtol=1e-10, atol=1e-12)
    assert len(sol.t_events[0]) == 1
    length = sol.t_events[0][0]
    end = sol.y_events[0][0]
    return length**2, end[2] / length, end[3] / length


def voltage_squared(peak, series_place, series_total, **options):
    """W when placement and total of the heat follow the chosen rules."""
    strength, mean_s, mean_r = integrate_slab(peak, series_place, **options)
    total = strength * (mean_r if series_place else mean_s)
    return 4 * total * mean_r if series_total else 4 * total / mean_s


def maximum(function, low, high):
    res = minimize_scalar(lambda z: -function(z), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-6})
    assert low + 1e-3 < res.x < high - 1e-3
    return -res.fun, res.x


def limit(series_place, series_total, high=6.0, **options):
    w, peak = maximum(lambda p: voltage_squared(
        p, series_place, series_total, **options), 0.2, high)
    return np.sqrt(w), peak


# ---- ideal thresholds and dc profile
s_star = brentq(lambda s: s * np.tanh(s) - 1, 0.5, 2)
v_uf = np.sqrt(8 * (s_star**2 - 1))
v_dc = np.sqrt(8)
peak_uf = 2 * np.log(np.cosh(s_star))
num_uf, num_peak_uf = limit(False, False)
assert abs(num_uf - v_uf) < 1e-6
assert abs(num_peak_uf - peak_uf) < 1e-3
previous = 0.0
for peak in (0.3, 1.0, 2.5, 5.0, 9.0):
    strength, mean_s, mean_r = integrate_slab(peak, True)
    w = 4 * strength * mean_r**2
    alpha = np.arccos(np.exp(-peak / 2))
    assert abs(w - 8 * (1 - np.exp(-peak))) < 1e-5
    assert w > previous
    previous = w
    assert abs(np.exp(-peak) / mean_r - alpha / np.tan(alpha)) < 1e-5
    edge_formula = alpha / (np.sin(alpha) * np.cos(alpha))
    assert abs(1 / mean_r / edge_formula - 1) < 1e-5
    centre_source = strength * np.exp(-peak)
    assert abs(centre_source - 2 * alpha**2) < 1e-5
num_dc = np.sqrt(voltage_squared(14.0, True, True))
assert abs(num_dc - v_dc) < 1e-5
ratio = v_dc / v_uf
assert abs(num_dc / num_uf - np.sinh(s_star)) < 1e-5

# ---- control models: change only the total heat, or only its placement
num_total, _ = limit(False, True)
num_place, _ = limit(True, False)
w_total, _ = maximum(lambda s: 4 * (np.tanh(s)**2
                     + s * np.tanh(s) / np.cosh(s)**2), 0.2, 4)
w_place, _ = maximum(lambda q: 16 * q**2 * np.sin(q) * np.cos(q)
                     / (q + np.sin(q) * np.cos(q)), 0.2, 1.55)
assert abs(num_total - np.sqrt(w_total)) < 1e-5
assert abs(num_place - np.sqrt(w_place)) < 1e-5
gain_total, gain_place = num_total / num_uf, num_place / num_uf
assert 1 < gain_total < ratio and 1 < gain_place < ratio
assert gain_total * gain_place < ratio


# ---- time evolution at fixed voltage, starting cold
def evolve(voltage, series, nodes=120, t_end=200.0):
    h = 1 / nodes

    def rhs(t, inner):
        u = np.append(inner, 0.0)
        lap = np.empty(nodes)
        lap[0] = 2 * (u[1] - u[0]) / h**2
        lap[1:] = (u[2:] - 2 * u[1:-1] + u[:-2]) / h**2
        if series:
            r = np.exp(-u)
            mean_r = h * (r.sum() - 0.5 * (r[0] + r[-1]))
            source = r[:-1] / mean_r**2
        else:
            source = np.exp(u[:-1])
        return lap + voltage**2 / 4 * source

    def runaway(t, inner):
        return inner[0] - 6.0
    runaway.terminal = True
    sol = solve_ivp(rhs, (0, t_end), np.zeros(nodes), method="BDF",
                    events=runaway, rtol=1e-6, atol=1e-8)
    assert sol.success
    return len(sol.t_events[0]) > 0, sol.y[0, -1], sol.t[-1]


dc_low = evolve(0.95 * v_dc, True)
dc_high = evolve(1.05 * v_dc, True)
uf_low = evolve(0.95 * v_uf, False)
uf_high = evolve(1.05 * v_uf, False)
assert not dc_low[0] and not uf_low[0]
assert dc_high[0] and uf_high[0]
settled_dc = -np.log(1 - 0.95**2)
s_low = brentq(lambda s: np.sqrt(8) * s / np.cosh(s) - 0.95 * v_uf,
               0.01, s_star)
settled_uf = 2 * np.log(np.cosh(s_low))
assert abs(dc_low[1] / settled_dc - 1) < 0.01      # grid error
assert abs(uf_low[1] / settled_uf - 1) < 0.01      # grid error

# ---- worked example, SI units inside; rough values of a thermistor ceramic
T0, B_const, k_th, d = 300.0, 4000.0, 3.0, 2.0e-3
resistivity_ohm_cm = 1000.0
sigma0 = 100.0 / resistivity_ohm_cm
h_contact = 1.0e5
a = B_const / T0**2
unit_v = np.sqrt(k_th / (a * sigma0))
V = 60.0
assert v_uf * unit_v < V < v_dc * unit_v
alpha = np.arcsin(V / (v_dc * unit_v))
rise = -2 * np.log(np.cos(alpha)) / a
J = sigma0 * v_dc * unit_v * alpha / (d * np.cos(alpha))
E_edge = J / sigma0
E_centre = E_edge * np.cos(alpha)**2


def physical_rhs(z, y, p):
    current = p[0] * sigma0 * V / d
    sigma = sigma0 * np.exp(a * (y[0] - T0))
    return np.vstack([y[1], -(current * d)**2 / (sigma * k_th),
                      -current * d / sigma])


def physical_bc(left, right, p):
    return np.array([left[0] - T0, right[0] - T0, left[2] - V, right[2]])


z = np.linspace(0, 1, 101)
guess = np.vstack([T0 + 80 * z * (1 - z), 80 * (1 - 2 * z), V * (1 - z)])
bvp = solve_bvp(physical_rhs, physical_bc, z, guess, p=[1.5], tol=1e-7,
                max_nodes=20000)
assert bvp.success
assert abs((bvp.sol(0.5)[0] - T0) / rise - 1) < 1e-4
assert abs(bvp.p[0] * sigma0 * V / d / J - 1) < 1e-4

rise_uf_limit = peak_uf / a
v_frac = v_uf / v_dc
alpha_uf = np.arcsin(v_frac)
rise_dc_there = -np.log(1 - v_frac**2) / a

# ---- neglected effects
beta = T0 / B_const
biot = h_contact * d / k_th
T_cap = 600.0
peak_cap = a * (T_cap - T0)


def arrhenius(u):
    u = np.maximum(u, -1.0)
    return np.exp(u / (1 + beta * u))


def falling_k(u):
    return 1 / (1 + beta * np.maximum(u, -1.0))


def dc_integral(law, kappa, top):
    return np.sqrt(8 * quad(lambda u: kappa(u) / law(u), 0, top,
                            epsabs=1e-11, limit=200)[0])


arr_dc = dc_integral(arrhenius, constant, peak_cap)
arr_dc_450 = dc_integral(arrhenius, constant, a * 150.0)
fk_dc = dc_integral(exponential, falling_k, peak_cap)
assert abs(np.sqrt(voltage_squared(peak_cap, True, True, law=arrhenius))
           - arr_dc) < 1e-5
assert abs(np.sqrt(voltage_squared(peak_cap, True, True, kappa=falling_k))
           - fk_dc) < 1e-5
arr_uf, _ = limit(False, False, high=4.0, law=arrhenius)
fk_uf, _ = limit(False, False, high=4.0, kappa=falling_k)
con_dc, con_peak = limit(True, True, high=9.0, inv_biot=1 / biot)
con_uf, _ = limit(False, False, high=4.0, inv_biot=1 / biot)
w_con_dc, _ = maximum(lambda q: 8 * np.sin(q)**2
                      * np.exp(-4 * q * np.tan(q) / biot), 0.2, 1.56)
w_con_uf, _ = maximum(lambda s: 8 * (s / np.cosh(s))**2
                      * np.exp(-4 * s * np.tanh(s) / biot), 0.2, 3)
assert abs(con_dc - np.sqrt(w_con_dc)) < 1e-5
assert abs(con_uf - np.sqrt(w_con_uf)) < 1e-5
assert con_dc / v_dc < con_uf / v_uf
every = dict(law=arrhenius, kappa=falling_k, inv_biot=1 / biot)
all_dc, all_peak = limit(True, True, high=9.0, **every)
all_uf, _ = limit(False, False, high=4.0, **every)

seebeck, hop, eps_r, heat_cap = 5e-4, 3e-10, 20.0, 3e6
peltier = seebeck * T0 / (V / 2)
hop_x = e * E_edge * hop / (2 * k_boltzmann * T0)
t_charge = eps_r * epsilon_0 / sigma0
t_heat = (d / 2)**2 * heat_cap / k_th

print(f"s with s*tanh(s)=1: {s_star:.5f}")
print(f"limits / sqrt(k/(a sigma0)): uniform {v_uf:.4f}, dc {v_dc:.4f}")
print(f"ratio dc/uniform: {ratio:.4f}; sinh(s): {np.sinh(s_star):.4f}")
print(f"numerical ratio from heat equation: {num_dc/num_uf:.4f}")
print(f"uniform model, a*rise at limit: {peak_uf:.4f}")
print(f"gain, only total heat corrected: {gain_total:.4f}")
print(f"gain, only heat placement corrected: {gain_place:.4f}")
print(f"product of the two gains: {gain_total*gain_place:.4f}")
print(f"dc at uniform limit: V/V_dc = {v_frac:.4f}")
print(f"  centre field/mean: {alpha_uf/np.tan(alpha_uf):.4f}")
print(f"  edge field/mean: {2*alpha_uf/np.sin(2*alpha_uf):.4f}")
print(f"0.95 of limit, settled a*rise: dc {dc_low[1]:.3f}, "
      f"uniform {uf_low[1]:.3f}")
print(f"  formula: dc {settled_dc:.3f}, uniform {settled_uf:.3f}")
print(f"1.05 of limit, time to a*rise=6 in (d/2)^2/D: "
      f"dc {dc_high[2]:.2f}, uniform {uf_high[2]:.2f}")
print(f"Example: d {d*1e3:.1f} mm, T0 {T0:.0f} K, B {B_const:.0f} K")
print(f"  resistivity {resistivity_ohm_cm:.0f} ohm cm, k {k_th:.1f} W/(m K)")
print(f"  a {a:.5f} 1/K; 1/a {1/a:.2f} K")
print(f"  sqrt(k/(a sigma0)) {unit_v:.3f} V")
print(f"  limits: uniform {v_uf*unit_v:.2f} V, dc {v_dc*unit_v:.2f} V")
print(f"  rise at uniform limit: uniform {rise_uf_limit:.2f} K, "
      f"dc {rise_dc_there:.2f} K")
print(f"At {V:.0f} V: V/V_dc {np.sin(alpha):.4f}, alpha {alpha:.4f} rad")
print(f"  centre rise {rise:.2f} K (BVP {bvp.sol(0.5)[0]-T0:.2f} K)")
print(f"  current density {J*1e-4:.4f} A/cm2 "
      f"(BVP {bvp.p[0]*sigma0*V/d*1e-4:.4f})")
print(f"  field V/mm: centre {E_centre*1e-3:.2f}, mean {V/d*1e-3:.2f}, "
      f"edge {E_edge*1e-3:.2f}")
print(f"  heat W/cm3: centre {J*E_centre*1e-6:.1f}, "
      f"edge {J*E_edge*1e-6:.1f}")
print(f"  heat flux per face {J*V/2*1e-4:.2f} W/cm2")
print(f"Contact h {h_contact*1e-4:.0f} W/(cm2 K), h*d/k {biot:.2f}")
print(f"  contact temperature step at {V:.0f} V, ideal flux: "
      f"{J*V/2/h_contact:.2f} K")
print("Limits with neglected effects: uniform V, dc V, ratio")
for name, low, high in (("Arrhenius, centre 600 K", arr_uf, arr_dc),
                        ("k as 1/T, centre 600 K", fk_uf, fk_dc),
                        ("thermal contact", con_uf, con_dc),
                        ("all three", all_uf, all_dc)):
    print(f"  {name}: {low*unit_v:.2f}, {high*unit_v:.2f}, {high/low:.3f}")
print(f"  Arrhenius dc voltage, centre 450 K: {arr_dc_450*unit_v:.2f} V")
print(f"  centre at dc limit: contact {T0+con_peak/a:.0f} K, "
      f"all three {T0+all_peak/a:.0f} K")
print(f"Peltier/Joule face flux (0.5 mV/K): {100*peltier:.2f} %")
print(f"Hopping nonlinearity x^2/6 (0.3 nm): {hop_x**2/6:.1e}")
print(f"Charge relaxation {t_charge*1e9:.2f} ns, "
      f"thermal time {t_heat:.2f} s")
print("finished without a failed check")
```

Printed output:

```
s with s*tanh(s)=1: 1.19968
limits / sqrt(k/(a sigma0)): uniform 1.8745, dc 2.8284
ratio dc/uniform: 1.5089; sinh(s): 1.5089
numerical ratio from heat equation: 1.5089
uniform model, a*rise at limit: 1.1868
gain, only total heat corrected: 1.1056
gain, only heat placement corrected: 1.2172
product of the two gains: 1.3457
dc at uniform limit: V/V_dc = 0.6627
  centre field/mean: 0.8186
  edge field/mean: 1.4598
0.95 of limit, settled a*rise: dc 2.324, uniform 0.729
  formula: dc 2.328, uniform 0.729
1.05 of limit, time to a*rise=6 in (d/2)^2/D: dc 3.23, uniform 4.28
Example: d 2.0 mm, T0 300 K, B 4000 K
  resistivity 1000 ohm cm, k 3.0 W/(m K)
  a 0.04444 1/K; 1/a 22.50 K
  sqrt(k/(a sigma0)) 25.981 V
  limits: uniform 48.70 V, dc 73.48 V
  rise at uniform limit: uniform 26.70 K, dc 13.01 K
At 60 V: V/V_dc 0.8165, alpha 0.9553 rad
  centre rise 24.72 K (BVP 24.72 K)
  current density 0.6080 A/cm2 (BVP 0.6080)
  field V/mm: centre 20.27, mean 30.00, edge 60.80
  heat W/cm3: centre 123.2, edge 369.6
  heat flux per face 18.24 W/cm2
Contact h 10 W/(cm2 K), h*d/k 66.67
  contact temperature step at 60 V, ideal flux: 1.82 K
Limits with neglected effects: uniform V, dc V, ratio
  Arrhenius, centre 600 K: 50.83, 80.29, 1.580
  k as 1/T, centre 600 K: 47.80, 71.03, 1.486
  thermal contact: 47.29, 62.45, 1.320
  all three: 48.29, 64.26, 1.331
  Arrhenius dc voltage, centre 450 K: 79.33 V
  centre at dc limit: contact 351 K, all three 364 K
Peltier/Joule face flux (0.5 mV/K): 0.50 %
Hopping nonlinearity x^2/6 (0.3 nm): 2.1e-08
Charge relaxation 1.77 ns, thermal time 1.00 s
finished without a failed check
```
